\section*{Stress and Stored Energy in Silicon at One Percent Equibiaxial Strain}

\section{A large stress and a small energy}

Stretch a silicon crystal by one percent along two perpendicular directions in its (001) surface and leave the surface free. The in-plane stress is then about $1.86$ GPa, but the energy stored per atom is only about $2.28$ meV, roughly one eleventh of $k_BT$ at 300 K. How can a stress of more than a gigapascal go with so little energy?

The answer lies in how the two quantities depend on the strain $\varepsilon$. As $\varepsilon\to0$ the stress vanishes like $\varepsilon$ and the energy like $\varepsilon^2$. These notes derive both leading terms, then the first correction to each, and use them to judge whether one percent counts as small.

The strain is uniform, the crystal has no dislocations, and the temperature is fixed, so ``energy'' means the elastic part of the free energy. Tension is positive. The $x$, $y$, $z$ axes are the cube axes, with $z$ normal to the surface. Energy densities and stresses refer to the volume and areas of the unstrained crystal; this choice first matters in the correction terms. The inputs are rough two-figure values for silicon: $C_{11}=170$ GPa, $C_{12}=64$ GPa, $C_{44}=80$ GPa and cubic lattice parameter $a=0.54$ nm.

\section{Leading order}

\subsection{The free surface}

For strains $e_x,e_y,e_z$ along the cube axes, without shear, the energy density of a cubic crystal to second order is
\begin{equation}
u_2=\tfrac12C_{11}(e_x^2+e_y^2+e_z^2)
+C_{12}(e_xe_y+e_ye_z+e_ze_x).
\label{u2}
\end{equation}
There is no linear term because the reference crystal is free of stress. Setting $e_x=e_y=\varepsilon$ gives
\begin{equation}
u_2=(C_{11}+C_{12})\varepsilon^2+2C_{12}\,\varepsilon e_z
+\tfrac12C_{11}e_z^2 .
\end{equation}
The in-plane strain is imposed, but $e_z$ is not. Completing the square in $e_z$ gives
\begin{equation}
u_2=M\varepsilon^2+\tfrac12C_{11}(e_z+\kappa\varepsilon)^2,
\qquad \kappa=\frac{2C_{12}}{C_{11}},
\label{square}
\end{equation}
where
\begin{equation}
M=C_{11}+C_{12}-\tfrac12C_{11}\kappa^2
=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\label{M}
\end{equation}
No force acts on the free surface, so $\partial u_2/\partial e_z=0$. The squared term then vanishes and $e_z=-\kappa\varepsilon$: the crystal becomes thinner when stretched in the plane. Numerically,
\begin{equation}
\kappa=\frac{2\times64}{170}=0.753,\qquad e_z=-0.753\%,
\end{equation}
\begin{equation}
M=170+64-\frac{2\times64^2}{170}=185.8\ \text{GPa}.
\end{equation}

\subsection{Stress and work}

The stress along $x$ is the derivative of $u_2$ with respect to $e_x$ alone, taken before setting $e_x=e_y$:
\begin{equation}
\sigma=\frac{\partial u_2}{\partial e_x}
=C_{11}\varepsilon+C_{12}(\varepsilon+e_z)
=(C_{11}+C_{12}-\kappa C_{12})\varepsilon=M\varepsilon .
\end{equation}
The last step uses $\kappa C_{12}=2C_{12}^2/C_{11}$. At one percent, $\sigma=185.8\ \text{GPa}\times0.01=1.86$ GPa.

During loading, equal stresses do work along $x$ and $y$, while the free surface does none. Hence
\begin{equation}
u=\int_0^\varepsilon 2\sigma(\varepsilon')\,d\varepsilon'
=M\varepsilon^2=\sigma\varepsilon .
\label{work}
\end{equation}
The factor $\tfrac12$ from the rising stress cancels the factor 2 from the two loaded directions. For one percent, $u=1.858\times10^7\ \text{J/m}^3$.

The cubic cell of the diamond lattice holds eight atoms, so the volume per atom is
\begin{equation}
\Omega=\frac{a^3}{8}=1.968\times10^{-29}\ \text{m}^3 .
\end{equation}
The energy per atom is therefore
\begin{equation}
w=u\Omega=(\sigma\Omega)\,\varepsilon .
\label{w}
\end{equation}
This form answers the opening question. The stress times the atomic volume is $0.228$ eV, about nine times $k_BT$ at 300 K. The atom does not receive all of it, because the stress acts only through a displacement that is one percent of the atom's own dimensions:
\begin{equation}
w=0.228\ \text{eV}\times0.01=2.28\ \text{meV}=3.657\times10^{-22}\ \text{J}.
\end{equation}
Halving the strain would halve the stress but quarter the energy.

\subsection{How many digits the inputs support}

From (\ref{M}),
\begin{equation}
\frac{\partial M}{\partial C_{11}}=1+\frac{2C_{12}^2}{C_{11}^2}>0,
\qquad
\frac{\partial M}{\partial C_{12}}=1-\frac{4C_{12}}{C_{11}}<0
\end{equation}
for these constants. A larger $C_{12}$ lowers $M$, because it strengthens the relaxation by more than it stiffens the plane. Letting each input vary within its rounding interval gives stresses from $1.79$ to $1.92$ GPa and energies from $2.14$ to $2.43$ meV per atom. The supported statement is thus a stress of 1.8 to 1.9 GPa and an energy a little above 2 meV. Further digits below serve to compare formulas with the same inputs.

\section{The first correction}

\subsection{General form}

Beyond linear elasticity the energy density has a cubic part $u_3$, homogeneous of degree three in the strains. Near the leading solution, write $e_z=-\kappa\varepsilon+\zeta\varepsilon^2$. By (\ref{square}), the shift $\zeta\varepsilon^2$ changes $u_2$ by $\tfrac12C_{11}\zeta^2\varepsilon^4$, which is of fourth order. It changes $u_3$ at fourth order too, since the derivatives of $u_3$ are quadratic in the strains. The cubic term can therefore be evaluated with the leading-order relaxation:
\begin{equation}
u=M\varepsilon^2+u_3(\varepsilon,\varepsilon,-\kappa\varepsilon)+O(\varepsilon^4)
=M\varepsilon^2\left[1+c\,\varepsilon+O(\varepsilon^2)\right].
\label{c}
\end{equation}
The dimensionless number $c$ depends on the third-order elastic constants. Because the surface stays free, $du/d\varepsilon=2\sigma$ still holds, with $\sigma$ the force per original area. Thus
\begin{equation}
\sigma=\frac12\frac{du}{d\varepsilon}
=M\varepsilon\left[1+\tfrac32c\,\varepsilon+O(\varepsilon^2)\right].
\label{sigc}
\end{equation}
The relative correction is larger for the stress than for the energy by a factor $\tfrac32$. The correction to $w$ changes sign between tension and compression, so it cancels in the average of the two energies.

\subsection{A lattice of springs}

To obtain a value of $c$ we need a microscopic model. Take the diamond lattice with an energy $A(r^2-r_0^2)^2$ for each bond and $B(\mathbf r_i\cdot\mathbf r_j+r_0^2/3)^2$ for each pair of bonds meeting at an atom. Here $r_0^2=3a^2/16$. Both terms vanish in the unstrained crystal, where the scalar product of two such bonds is $-r_0^2/3$.

The four bonds of an atom are $(a/4)$ times $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. Strain multiplies their components by $1+e_x$, $1+e_y$, $1+e_z$. Define
\begin{equation}
E_i=\tfrac12\left[(1+e_i)^2-1\right]=e_i+\tfrac12e_i^2 .
\label{green}
\end{equation}
Every bond then has
\begin{equation}
r^2-r_0^2=\frac{a^2}{16}\sum_i\left[(1+e_i)^2-1\right]
=\frac{a^2}{8}(E_x+E_y+E_z).
\end{equation}
For the first two bonds, whose $x$ components have equal sign,
\begin{align}
\mathbf r_1\cdot\mathbf r_2+\frac{r_0^2}{3}
&=\frac{a^2}{16}\left[(1+e_x)^2-(1+e_y)^2-(1+e_z)^2+1\right]\nonumber\\
&=\frac{a^2}{8}(E_x-E_y-E_z).
\end{align}
Of the six bond pairs at an atom, two are of this kind for each axis. Each bond is shared by two atoms, so there are two bonds per atom. Dividing the energy per atom by $\Omega=a^3/8$ produces the common factor $2(a^2/8)^2/\Omega=a/4$:
\begin{align}
u=\frac a4\Big\{&A(E_x+E_y+E_z)^2+B\big[(E_x-E_y-E_z)^2\nonumber\\
&+(E_y-E_z-E_x)^2+(E_z-E_x-E_y)^2\big]\Big\}.
\end{align}
In the bracket each square $E_i^2$ appears three times. Each product, such as $E_xE_y$, has coefficient $-2-2+2=-2$. With $S=\sum_iE_i^2$ and $P=E_xE_y+E_yE_z+E_zE_x$,
\begin{equation}
u=\frac a4\left[(A+3B)S+2(A-B)P\right].
\label{spring}
\end{equation}
At small strain $E_i\to e_i$, and comparison with (\ref{u2}) gives
\begin{equation}
C_{11}=\frac a2(A+3B),\qquad C_{12}=\frac a2(A-B).
\end{equation}
Subtracting the second from the first gives $C_{11}-C_{12}=2aB$; adding three times the second to the first gives $C_{11}+3C_{12}=2aA$. Therefore
\begin{equation}
A=\frac{C_{11}+3C_{12}}{2a},\qquad B=\frac{C_{11}-C_{12}}{2a}.
\end{equation}

The two sublattices could also shift against each other. A half-turn about a cube axis through an atom maps the strained lattice onto itself and reverses two components of such a shift. Using all three axes, no component can appear linearly in the energy, so zero shift is stationary. A numerical relaxation of an explicit lattice, started from a nonzero shift at a strain of $0.1\%$, tested that the shift indeed returns to zero within tolerance. It also tested the leading-order energy, stress and normal strain.

\subsection{The correction in this model}

Equation (\ref{spring}) is the quadratic law (\ref{u2}) with $e_i$ replaced by $E_i$. Minimizing over $e_z$ is the same as minimizing over $E_z$, because $dE_z/de_z=1+e_z>0$. The algebra of Section 2 carries over with $\varepsilon$ replaced by $E=\varepsilon+\varepsilon^2/2$:
\begin{equation}
w=M\Omega\left(\varepsilon+\tfrac12\varepsilon^2\right)^2
=M\Omega\,\varepsilon^2\left(1+\varepsilon+\tfrac14\varepsilon^2\right).
\label{wfull}
\end{equation}
So $c=1$ for this lattice, whatever the values of $A$ and $B$. This value comes from the form chosen for the energies: they are written in squared lengths and scalar products, which grow slightly faster than linearly with stretch, so the springs stiffen in tension. Springs quadratic in the bond length and bond angle themselves, fitted to the same $C_{11}$ and $C_{12}$, would give $c$ close to zero. At $\varepsilon=+0.01$ the energy should be one percent above the quadratic law, and at $\varepsilon=-0.01$ one percent below it. The relaxed explicit lattice gives $2.306$ meV in tension and $2.260$ meV in compression, against $2.283$ meV from the quadratic law. The differences, $+0.023$ and $-0.023$ meV, are the predicted one percent.

For the stress, (\ref{sigc}) with $c=1$ gives
\begin{equation}
\sigma=M\varepsilon\left(1+\tfrac32\varepsilon+\cdots\right),
\end{equation}
a rise of $1.5\%$ at one percent tension. This is force per original area. The true stress is force per present area. A face normal to $x$ has its area multiplied by $(1+\varepsilon)(1+e_z)\approx1+(1-\kappa)\varepsilon$, so
\begin{equation}
\sigma_{\rm true}
=M\varepsilon\left[1+\left(\tfrac32-1+\kappa\right)\varepsilon+\cdots\right]
=M\varepsilon\left[1+\left(\tfrac12+\kappa\right)\varepsilon+\cdots\right].
\end{equation}
With $\kappa=0.753$ the correction is about $1.3\%$. The two definitions of stress agree at leading order and part at the first correction.

The normal strain follows by inverting (\ref{green}), $e_z=E_z-\tfrac12E_z^2+\cdots$, with $E_z=-\kappa(\varepsilon+\tfrac12\varepsilon^2)$:
\begin{equation}
e_z=-\kappa\varepsilon-\tfrac12\kappa(1+\kappa)\varepsilon^2+\cdots .
\end{equation}
Under tension this lattice thins slightly more than the linear law says.

The value $c=1$ belongs to the spring lattice. Real bonds have their own anharmonicity, so this model fixes neither the size nor the sign of $c$ for silicon. Measured third-order elastic constants put $c$ at roughly $-2$: silicon softens in tension, opposite to the spring lattice, with corrections of about two percent in the energy and three percent in the stress at one percent strain. Equation (\ref{c}) still says what would be needed to upset the estimate: for the first correction to the energy to reach ten percent at one percent strain, $|c|$ would have to be 10. In the spring lattice the correction to the energy is one percent, smaller than the uncertainty of six to seven percent in the energy that comes from rounding the inputs.

\section{Other boundary conditions and surfaces}

\subsection{No relaxation along the normal}

If the thickness is held fixed, $e_z=0$ and the energy density is $(C_{11}+C_{12})\varepsilon^2$. The modulus rises from $185.8$ to $234.0$ GPa and the energy from $2.28$ to $2.87$ meV per atom. Relaxation thus removes about a fifth of the clamped energy. Holding the thickness requires a normal stress $2C_{12}\varepsilon$, which a free surface cannot supply.

\subsection{A (111) surface}

The estimate also depends on which surface is free. Let $\mathbf n=(1,1,1)/\sqrt3$ be the normal. Threefold symmetry about $\mathbf n$ excludes a relaxation that tilts the normal towards any in-plane direction, so the strain tensor is
\begin{equation}
e_{ij}=\varepsilon\,\delta_{ij}+d\,n_in_j .
\end{equation}
The normal strain is $\varepsilon+d$, with $d$ still free. Along the cube axes, each diagonal component is $m=\varepsilon+d/3$ and each off-diagonal component is $d/3$, which is an engineering shear of $2d/3$. With $K=C_{11}+2C_{12}$,
\begin{align}
u&=\tfrac32C_{11}m^2+3C_{12}m^2
+3\times\tfrac12C_{44}\left(\tfrac{2d}{3}\right)^2\nonumber\\
&=\tfrac32K\left(\varepsilon+\tfrac d3\right)^2+\tfrac23C_{44}d^2 .
\end{align}
Here $C_{44}$ is the static constant, which already includes any shift between the sublattices. Setting $\partial u/\partial d=0$,
\begin{equation}
K\left(\varepsilon+\tfrac d3\right)+\tfrac43C_{44}d=0
\quad\Rightarrow\quad
d=-\frac{3K\varepsilon}{K+4C_{44}},
\end{equation}
and hence $\varepsilon+d/3=4C_{44}\varepsilon/(K+4C_{44})$. Substitution gives
\begin{align}
u&=\frac{24KC_{44}^2+6K^2C_{44}}{(K+4C_{44})^2}\,\varepsilon^2
=M_{111}\varepsilon^2,\nonumber\\
M_{111}&=\frac{6C_{44}K}{K+4C_{44}},
\label{M111}
\end{align}
since the numerator equals $6KC_{44}(4C_{44}+K)$. With $K=298$ GPa,
\begin{equation}
M_{111}=\frac{6\times80\times298}{298+320}=231.5\ \text{GPa}.
\end{equation}
One percent strain now gives $2.31$ GPa and $2.84$ meV per atom, about a quarter more than for (001). A stress quoted for one percent strain therefore needs the surface to be named.

The difference measures elastic anisotropy. In an isotropic solid $2C_{44}=C_{11}-C_{12}$, so $K+4C_{44}=3C_{11}$ and
\begin{equation}
M_{111}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}
=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=M .
\end{equation}
At fixed $C_{11}$ and $C_{12}$, (\ref{M111}) increases with $C_{44}$. Here $2C_{44}=160$ GPa exceeds $C_{11}-C_{12}=106$ GPa, so (111) is stiffer. A test on 2000 random surface normals, with all relaxations allowed, found no energy below the (001) value or above the (111) value for these constants.

\section{Reading the small number}

The thermal energy $k_BT$ at 300 K is $25.9$ meV. If the stored $2.28$ meV per atom were turned into heat, with the classical heat capacity $3k_B$ per atom, the crystal would warm by
\begin{equation}
\Delta T=\frac{w}{3k_B}=8.8\ \text{K}.
\end{equation}
Silicon at 300 K has only about four fifths of the classical heat capacity, so the same heat would warm it by about 11 K. These figures count only the free energy $w$. A crystal with thermal expansion coefficient $\alpha$ also takes up a heat $2\alpha\sigma T\Omega$ per atom when stretched at fixed temperature. This heat is linear in the strain and, for silicon at 300 K and one percent, about a sixth of $w$, so the warming in an actual release would be larger from tension and smaller from compression by about that fraction. These comparisons set a scale. They do not mean that thermal motion can undo the strain, which is shared by all atoms and held by the boundary.

For the same reason the energy of a film adds up over its layers. Consider a strained (001) film of thickness $h=10$ nm on a thick, unstrained substrate. Layers are $a/4$ apart, so the film has about 74 of them. Its energy per area is
\begin{equation}
uh=1.858\times10^7\ \text{J/m}^3\times10^{-8}\ \text{m}=0.186\ \text{J/m}^2,
\end{equation}
and the energy stored beneath each surface atom is $74\times2.28\ \text{meV}\approx0.169$ eV, several times $k_BT$. Bulk elastic constants are used for every layer, and the energy of the surface itself is left out.

Suppose some change of the film, such as a set of defects, could release all this energy at a cost $\Gamma$ per area that does not depend on $h$. It would lower the total energy once
\begin{equation}
h>\frac{\Gamma}{u}=\frac{\Gamma}{M\varepsilon^2}.
\end{equation}
If $\Gamma$ does not depend on $\varepsilon$ either, doubling the strain divides this threshold by four. For misfit dislocations, however, the number needed to release the strain grows in proportion to $\varepsilon$. If the energy per length of dislocation were fixed, $\Gamma\propto\varepsilon$, and doubling the strain would only halve the threshold. In a real film that energy grows roughly as the logarithm of $h$, so $\Gamma$ depends on $h$, and near one percent strain the threshold falls by a factor closer to $2.5$. The threshold is for complete release; partial release can lower the energy of a thinner film. At one percent strain the first misfit dislocations in silicon become favourable near 10 nm, about the thickness of the film above. A small energy per atom therefore does not guarantee a stable film. If defects relieve part of the strain equally along both in-plane directions, the formulas above apply to the average elastic strain that remains, with the energy of the defects added separately.

The numerical output below lists the inputs and results.

\section*{Table of computed values}
\begin{verbatim}
Input C11 (rough): 170 GPa
Input C12 (rough): 64 GPa
Input C44 (rough): 80 GPa
Input lattice parameter (rough): 0.54 nm
In-plane strain: 1.0 %
Normal strain, free (001) surface: -0.753 %
Unrelaxed modulus C11+C12: 234.0 GPa
Biaxial modulus M(001): 185.8 GPa
In-plane stress (001): 1.86 GPa
Energy density (001): 1.858e+07 J/m^3
Volume per atom: 1.968e-29 m^3
Stress times atomic volume: 0.228 eV
Energy per atom (001): 3.657e-22 J
Energy per atom (001): 2.28 meV
Stress, lowest for rounded inputs: 1.79 GPa
Stress, highest for rounded inputs: 1.92 GPa
Energy, lowest for rounded inputs: 2.14 meV/atom
Energy, highest for rounded inputs: 2.43 meV/atom
Energy without normal relaxation: 2.87 meV/atom
Spring lattice, 1% tension: 2.306 meV/atom
Spring lattice, 1% compression: 2.260 meV/atom
Quadratic law, same digits: 2.283 meV/atom
Biaxial modulus M(111): 231.5 GPa
In-plane stress (111): 2.31 GPa
Energy per atom (111): 2.84 meV
Temperature for comparison: 300 K
Thermal energy kB*T: 25.9 meV
Equivalent heating at 3 kB per atom: 8.8 K
Film thickness: 10 nm
Atomic layers in film: 74
Film energy per area: 0.186 J/m^2
Film energy per surface atom: 0.169 eV
\end{verbatim}
